Why In-Plane and Perpendicular Giant Magnetoresistance Decay over Different Lengths

**1. The result**

Two ferromagnetic layers F of thickness t are separated by a normal metal N of thickness d. Their magnetizations are parallel (P) or antiparallel (AP). The resistance difference between these states fades as the spacer thickens, over a length that depends on the current direction.

With the current in the plane (CIP), one layer influences the other through electrons that still carry the in-plane momentum gained in the first. One isotropic collision erases it, so the range is the mean free path Λ. With the current perpendicular (CPP), the layers communicate through an imbalance between the two spin populations. A collision redirects an electron but usually leaves its spin alone, so the imbalance diffuses until spins flip. Its range is

l_N = √(Λλ/6),

where λ is the mean path travelled per spin flip. This length contains Λ, but greatly exceeds it when flips are rare.

Two qualifications belong to the result. The CIP signal falls faster than exp(−d/Λ). The CPP signal falls even without spin flips in the spacer, but then only algebraically, as 1/d for thick spacers; flips there add the exponential cutoff.

**2. One transport equation for both geometries**

Take z normal to the layers. All layers and both spins share one spherical Fermi surface of wavevector k_F and speed v. There are no band steps and no interface scattering, and scattering is isotropic. The total mean free paths are Λ_a (majority) and Λ_b (minority) in F, and Λ in N. "Total" means that spin-flip collisions are counted.

Write the distribution of spin s as f₀ + (−∂f₀/∂ε)ψ_s, where ψ_s(z,n) is an energy and n the direction of motion. Let u = n_z, and let ⟨…⟩ average over directions. For charge −e, the linearized steady Boltzmann equation divided by v is

u ∂ψ_s/∂z + eE·n = −ψ_s/Λ_s + (1/Λ_s − 1/λ)⟨ψ_s⟩ + ⟨ψ_−s⟩/λ.

The first term on the right removes electrons from direction n. The other two return them, with the same or the opposite spin. They contain averages because isotropic scattering returns electrons equally in all directions.

With density of states mk_F/(2π²ħ²) per spin and v = ħk_F/m, the current density is

j_s = −e [k_F²/(2π²ħ)] ⟨nψ_s⟩ = −(3C/e)⟨nψ_s⟩, C = e²k_F²/(6π²ħ).

In a uniform metal ψ = −eEΛn_x for a field along x. Since ⟨n_x²⟩ = 1/3, this gives j = CΛE, so each spin has conductivity σ_s = CΛ_s.

**3. In-plane current: the contribution of momentum memory**

Put ψ = −eE n_x ℓ(z,u). Here n_x = √(1−u²) cos φ, and its average over the azimuth φ is zero. Both returning terms therefore vanish, leaving

u dℓ/dz = 1 − ℓ/Λ_s(z).

The quantity ℓ is the effective path over which an electron has been accelerated. A deviation δℓ from the local value obeys u dδℓ/dz = −δℓ/Λ_s, so it decays along a ray as exp[−z/(Λ_s u)] for u > 0. Scattering never replenishes it. Spin flips enter through the total Λ_s alone.

*What a local theory gives.* If ℓ is replaced by its local value Λ_s(z), the sheet conductance is the sum of CΛ_s(z) over thickness and spin. In both P and AP this sum contains two majority and two minority contributions from F, so the difference is zero. CIP magnetoresistance in this model comes entirely from nonlocality.

*The nonlocal part.* Let one spin have mean free paths Λ₁ and Λ₂ in the two ferromagnets. Diffuse outer surfaces emit electrons without in-plane drift, so ℓ = 0 there on entering rays. For u > 0, integration through the first layer gives at its far side

ℓ = A₁, A_i = Λ_i[1 − exp(−t/(Λ_i u))].

With q = exp[−d/(Λu)], the value after the spacer is

ℓ_in = Λ + (A₁ − Λ)q.

In the second ferromagnet, at depth z′,

ℓ = Λ₂ + (ℓ_in − Λ₂) exp[−z′/(Λ₂u)].

The integral of the exponential from 0 to t is Λ₂u[1−exp(−t/(Λ₂u))] = uA₂. Hence

∫ℓ dz′ = Λ₂t + (ℓ_in − Λ₂)uA₂.

The one term that contains both ferromagnets is u q A₁A₂. Everything else, including the integrals over the first layer and the spacer, depends on at most one of them and cancels between P and AP.

The sheet conductance of one spin is 3C∫dz⟨n_x²ℓ⟩. The azimuthal average of n_x² is (1−u²)/2, and the average over u is ½∫du from −1 to 1. Rays with u < 0 give an equal cross term by mirror symmetry. The cross term of one spin is therefore

(3C/2)∫₀¹ u(1−u²) A₁A₂ q du.

In P the pairs are (a,a) and (b,b); in AP they are (a,b) and (b,a). Since A_a² + A_b² − 2A_aA_b = (A_a−A_b)²,

ΔG = G_P − G_AP = (3C/2)∫₀¹ u(1−u²)(A_a−A_b)² exp[−d/(Λu)] du.

It is positive: in P, a spin that gains a long ℓ in one layer meets a layer where it can keep it.

**4. How fast the in-plane signal falls**

For t much larger than Λ_a and Λ_b, A_i becomes Λ_i. With x = d/Λ and E_n(x) = ∫₀¹ u^(n−2) exp(−x/u) du,

ΔG = (3C/2)(Λ_a−Λ_b)²[E₃(x) − E₅(x)].

At d = 0 the bracket is 1/2 − 1/4 = 1/4, so ΔG(0) = (3C/8)(Λ_a−Λ_b)².

Each ray has decay length Λu, at most Λ. The signal is a positive sum of such rays, so its logarithmic slope is everywhere steeper than −1/Λ. At d = 0 the slope follows from dE_n/dx = −E_{n−1}:

−d ln ΔG/dx = [E₂(0)−E₄(0)]/[E₃(0)−E₅(0)] = (1−1/3)/(1/4) = 8/3.

For thick ferromagnets the initial decay length is thus 3Λ/8, because oblique rays are lost first. Thin ferromagnets weight oblique rays more: for the mean free paths of Section 9 and t = 5 nm it is about 0.26Λ.

For large x, substitute w = 1/u, so that E_n = ∫₁^∞ w^(−n) exp(−xw) dw. Repeated integration by parts gives

E_n ≈ (e^(−x)/x)[1 − n/x + n(n+1)/x²],

E₃ − E₅ ≈ (2e^(−x)/x²)(1 − 9/x).

Therefore ΔG → 3C(Λ_a−Λ_b)²e^(−x)/x². The factor 1/x² arises because near-normal rays survive longest, while normal incidence itself has no in-plane velocity. The correction 9/x is large, so this limit needs x well above 9.

**5. Perpendicular current: the contribution of spin memory**

Now the field lies along z and varies from layer to layer. With E = −dφ/dz for the electric potential φ, define g_s = ψ_s − eφ. The field term is absorbed into the gradient, and φ cancels from the collision terms because their coefficients sum to zero:

u dg_s/dz = −g_s/Λ_s + (1/Λ_s − 1/λ)⟨g_s⟩ + ⟨g_−s⟩/λ.

The average ⟨g_s⟩ = μ_s is the electrochemical potential of spin s, and here it does not vanish. Averaging the equation gives

d⟨ug_s⟩/dz = −(μ_s − μ_−s)/λ.

The 1/Λ_s terms have cancelled: ordinary collisions conserve the number of electrons of each spin. This is the difference from CIP.

Multiplying by u before averaging removes the returning terms, since ⟨u⟩ = 0:

d⟨u²g_s⟩/dz = −⟨ug_s⟩/Λ_s.

When flips are rare, g_s is nearly isotropic and ⟨u²g_s⟩ ≈ μ_s/3. This is the diffusion approximation. It gives ⟨ug_s⟩ = −(Λ_s/3)μ_s′ and hence

j_s = (σ_s/e)μ_s′, (Λ_s/3)μ_s″ = (μ_s−μ_−s)/λ.

Divide the second equation by Λ_s/3 and subtract the two spins. With Δ = μ↑−μ↓,

Δ″ = Δ/l², 1/l² = (3/λ)(1/Λ↑ + 1/Λ↓).

In N the bracket is 2/Λ, so l_N² = Λλ/6. In F, with its own λ, the same formula gives l_F.

*The same length from a random walk.* A flip has probability Λ/λ per collision. A collision that randomizes the spin flips it half the time, so randomization has probability 2Λ/λ. Spin memory then lasts λ/(2Λ) flights on average. Exponential flight lengths have mean square 2Λ², and ⟨u²⟩ = 1/3, so each flight adds 2Λ²/3 to the mean square displacement:

⟨z²⟩ = [λ/(2Λ)](2Λ²/3) = Λλ/3 = 2l_N².

This is the second moment of the profile exp(−|z|/l_N). A simulated walk with λ = 600 nm and Λ = 10 nm gave an rms displacement of 44.69 nm, against √2 l_N = 44.72 nm. In-plane momentum lasts one flight. The drift changes the number of electrons moving along n in proportion to n_x, and each carries in-plane momentum proportional to n_x. With the resulting weight n_x², the average of u² is 1/5 instead of 1/3, so the rms z-displacement of that flight is √(2/5) Λ.

**6. From spin accumulation to resistance**

Let j = j↑+j↓, which is constant, and J = j↑−j↓. In F define

β = (Λ_a−Λ_b)/(Λ_a+Λ_b), ρ_F* = (1/σ_a+1/σ_b)/4.

Then 1/σ_a − 1/σ_b = −4βρ_F*. Take ↑ as the majority spin, and insert j↑ = (j+J)/2 and j↓ = (j−J)/2 into μ_s′ = ej_s/σ_s:

Δ′ = 2eρ_F*(J − βj),

½(μ↑+μ↓)′ = eρ_F*(j − βJ).

The first equation gives J = βj + Δ′/(2eρ_F*). Substitution into the second gives

½(μ↑+μ↓)′ = eρ_F*(1−β²)j − βΔ′/2.

The first term is the bulk resistance. The second is the extra voltage due to spin accumulation. For a reversed layer β changes sign. In N, β = 0 and ρ_N = 1/(2CΛ).

Assume t ≫ l_F, so that Δ decays inside each ferromagnet before reaching its outer end; the ends then contribute equally to P and AP. Define r_F = ρ_F*l_F and r_N = ρ_Nl_N. At the left interface Δ = Δ_L, and it decays into F as exp(z/l_F), so

J_L = βj + Δ_L/(2er_F).

In the spacer J = Δ′/(2eρ_N). In P, J is even about the centre and Δ odd, so Δ ∝ sinh. In AP, Δ is even, so Δ ∝ cosh. Evaluated at the left interface, both cases read

Δ_L = −2er_XJ_L, r_X = r_N tanh(d/2l_N) for P, r_N coth(d/2l_N) for AP.

Eliminating Δ_L gives J_L = βjr_F/(r_F+r_X). The extra voltage at this interface is −βΔ_L/(2e), or per unit j

β²r_Fr_X/(r_F+r_X).

The right interface contributes the same: in P, Δ changes sign and β does not; in AP, β changes sign and Δ does not.

Call the two spacer values r_c (coth) and r_t (tanh). For area A,

A ΔR = A(R_AP−R_P) = 2β²r_F²(r_c−r_t)/[(r_F+r_c)(r_F+r_t)].

With X = d/l_N, the hyperbolic identities give r_c−r_t = 2r_N/sinh X, r_c+r_t = 2r_N coth X and r_cr_t = r_N². Multiplying numerator and denominator by sinh X,

A ΔR = 4β²r_F²r_N / [(r_F²+r_N²) sinh X + 2r_Fr_N cosh X].

**7. Separating dilution from spin relaxation**

At d = 0, A ΔR = 2β²r_F. To isolate the spacer's resistance from its spin flips, let l_N → ∞ at fixed Λ. Then r_N² sinh X → r_Nρ_Nd, the r_F² term becomes negligible, and

A ΔR → 4β²r_F²/(ρ_Nd + 2r_F).

This is a two-channel resistor formula. Give the two spins in P the resistances

R_a = 4r_F(1−β)+2ρ_Nd, R_b = 4r_F(1+β)+2ρ_Nd.

They combine to R_aR_b/(R_a+R_b) in P and (R_a+R_b)/4 in AP. The difference, (R_a−R_b)²/[4(R_a+R_b)], equals the expression above. A length l_F of each ferromagnet is active, and the spacer adds the same resistance to both channels, which dilutes their contrast. The fall is algebraic.

With flips and d ≫ l_N, both hyperbolic functions approach e^X/2, and

A ΔR → 8β²r_F²r_N e^(−d/l_N)/(r_F+r_N)².

This is the part governed by the spin diffusion length.

**8. Where the two lengths merge**

The diffusion approximation can be dropped for the decay in N. Subtracting the two spin equations, with h = g↑−g↓,

u dh/dz = −(h − c⟨h⟩)/Λ, c = 1 − 2Λ/λ.

Here c is the fraction of spin memory that a collision returns. Try h = H(u)e^(−κz). Then H(1−κΛu) = c⟨H⟩; dividing by the bracket and averaging gives

1 = (c/2)∫₋₁¹ du/(1−κΛu) = c artanh(κΛ)/(κΛ).

For c near 1, artanh(y)/y ≈ 1+y²/3. This gives (κΛ)² ≈ 3(1−c) = 6Λ/λ, so κ = 1/l_N. As c falls to zero, κΛ rises to 1 and the decay length shrinks to Λ. At c = 0 there is no such mode, and only rays exp[−z/(Λu)] remain. That is the equation for δℓ in the CIP case. The two geometries thus differ in what a collision returns: none of the in-plane momentum, and nearly all of the spin.

At λ = 60 nm and Λ = 10 nm, c = 2/3. The root gives a decay length of 11.65 nm and the full Boltzmann solution 11.64 nm. The diffusion value of 10.0 nm is 14% below the root, so l_N loses its accuracy when a spin survives few collisions.

**9. Weighing the contributions in one stack**

Take the model values k_F = 12 nm⁻¹, Λ_a = 8 nm, Λ_b = 2 nm, Λ = 10 nm, l_F = 20 nm, l_N = 100 nm and t = 100 nm. The spacer's flip path is λ = 6 × 100²/10 = 6000 nm, or 600 collisions per flip. Conductances are in mS and area resistances in fΩ·m², the natural scales here.

With C = 0.5919 mS/nm², the in-plane signal starts at

ΔG(0) = (3/8)(0.5919)(6²) = 7.99 mS.

For CPP, β = 0.6, r_F = 5.28 and r_N = 8.45 fΩ·m², so

A ΔR(0) = 2(0.36)(5.28) = 3.80 fΩ·m².

The fractions of these starting values that remain are:

d = 2 nm: CIP 0.64, CPP 0.98
d = 10 nm: CIP 0.16, CPP 0.90
d = 30 nm: CIP 0.0089, CPP 0.72
d = 100 nm: CIP 1.8×10⁻⁶, CPP 0.35
d = 300 nm: CIP 6×10⁻¹⁶, CPP 0.047

Between 30 and 100 nm the effective CIP decay length is 8.2 nm, below Λ as Section 4 requires. The CPP decay length, taken from the Boltzmann solution between 500 and 700 nm, is 100.1 nm.

*CPP at 100 nm.* Here X = 1, and the full formula reads

A ΔR = 4(0.36)(5.28²)(8.45)/[(5.28²+8.45²)(1.175) + 2(5.28)(8.45)(1.543)] ≈ 1.33 fΩ·m².

Without spacer flips it would be 4(0.36)(5.28²)/(8.45+10.56) = 2.11 fΩ·m². Dilution therefore lowers the signal from 3.80 to 2.11, and spin relaxation lowers it further to 1.33. At one spin diffusion length, dilution is still the larger loss in this stack.

*Changing only the spin flips.* Keep Λ = 10 nm but let every collision in N randomize the spin (λ = 20 nm). At d = 30 nm the CIP signal stays at 0.0714 mS, while the CPP signal drops from 2.75 to 0.031 fΩ·m². This test separates the two memories: at fixed total Λ the flips cut the spin signal about ninetyfold and leave the in-plane one untouched. Spin-flip impurities added to a real spacer also shorten Λ. Adding randomizing collisions with λ = 20 nm to the existing ones gives 1/Λ = 1/10 + 2/20 nm⁻¹, so Λ = 5 nm, and the CIP signal at 30 nm then falls to 0.0016 mS.

*Magnetoresistance ratios.* The calculated ratios also contain the background conduction. At d = 2 nm, ΔG/G_AP is 0.43%, because the thick ferromagnets carry much current that contributes nothing to the difference. With t = 5 nm, ΔG itself falls from 5.11 to 1.81 mS, yet the ratio rises to 3.0%. For CPP, ΔR/R_P falls from 10.9% at 2 nm to 3.0% at 100 nm, faster than ΔR, since R_P grows with d. This R_P omits the contacts to the reservoirs.

*Accuracy and limits.* The CPP diffusion formula lies within 1% of the Boltzmann result at all five thicknesses. This relies on l_F = 20 nm being well above Λ_a and on t = 5l_F. With l_F = 5 nm, the order found in alloys such as permalloy, the formula lies 6 to 9% below the Boltzmann result; with l_F = 20 nm and t = 2l_F it lies about 9% above. A separate test uses thicker ferromagnets, t = 8l_F = 160 nm. There, at d = l_N/2 = 50 nm, the difference is 0.59% of the Boltzmann value. It falls to 0.15% when both spin diffusion lengths, and the layers with them, are doubled. That is a factor of about four, the same factor by which λ grew.

Changing the assumptions changes identifiable steps. Anisotropic scattering can return part of the in-plane momentum, as it does when forward scattering dominates; the returning terms in Section 3 then no longer vanish. Specular outer surfaces change the condition ℓ = 0. Interface scattering and band steps alter the matching in both geometries, and ferromagnets not much thicker than l_F let the contacts take part in the spin relaxation. The full set of values is in the numerical output below.

Table of computed values

```
Fermi wavevector 12.0 1/nm; C = 0.5919 mS/nm^2
mean free paths: F majority 8.0, F minority 2.0, N 10.0 nm
spin diffusion lengths: F 20.0, N 100.0 nm; F thickness 100.0 nm
spin-flip path: F 750.0 nm, N 6000.0 nm
collisions per spin flip in N: 600.0
beta = 0.600
rho_F* = 263.976 ohm nm, rho_N = 84.472 ohm nm
r_F = 5.2795 fohm m^2, r_N = 8.4472 fohm m^2
d=0 limits: CIP dG = 7.9908 mS, CPP A dR = 3.8012 fohm m^2
CIP: d (nm), dG formula (mS), dG Boltzmann (mS), dG/dG(0), dG/G_AP (%)
      2 5.1056e+00 5.1056e+00 6.389e-01 4.320e-01
     10 1.2542e+00 1.2542e+00 1.570e-01 9.851e-02
     30 7.1363e-02 7.1363e-02 8.931e-03 4.730e-03
    100 1.4672e-05 1.4672e-05 1.836e-06 6.277e-07
CIP at 300 nm, formula: dG/dG(0) = 6.361e-16
CPP: d (nm), A dR diffusion, A dR Boltzmann (fohm m^2), dR/dR(0), dR/R_P (%)
      2 3.7178 3.7254 0.9780 10.929
     10 3.4048 3.4125 0.8957 9.752
     30 2.7463 2.7539 0.7225 7.412
    100 1.3335 1.3389 0.3508 3.041
    300 0.1792 0.1804 0.0471 0.292
CIP effective decay length, 30 to 100 nm: 8.245 nm
CPP decay length, 500 to 700 nm, Boltzmann: 100.133 nm
CPP decay length from transport root: 100.134 nm
thin F (5 nm), d = 2 nm: CIP dG = 1.8134 mS, dG/G_AP = 2.973 %
no flips in N, d = 100 nm: A dR diffusion 2.1118, Boltzmann 2.1198 fohm m^2
spin randomized at each N collision (flip path 20 nm), d = 30 nm:
  CIP dG = 0.07136 mS (weak flips: 0.07136 mS)
  CPP A dR = 0.03133 fohm m^2 (weak flips: 2.75389 fohm m^2)
flip path 60 nm: decay length Boltzmann 11.636, root 11.647, diffusion 10.000 nm
diffusion error at d = l_N/2: 0.594 %; both spin lengths doubled: 0.151 %
random walk, flip path 600 nm: rms z 44.69 nm, sqrt(2) l = 44.72 nm
```
